# Norm Conservation and the Energy Derivative of the Logarithmic Derivative

## What goes wrong without the result

A pseudopotential replaces the strong potential near a nucleus by one that stays finite at the nucleus, inside a radius $R$. The kind considered here is built at one reference energy $E_0$, where it is made to act on the outer region as the full potential does. In a molecule or a solid the valence electron has a different energy, and agreement at $E_0$ says nothing by itself about that energy.

The danger can be seen in a model treated below. Two pseudopotentials both reproduce the full potential's logarithmic derivative at $E_0$. At 0.1 hartree above $E_0$ one of them is wrong by $0.0166\ \text{bohr}^{-1}$, the other by $0.00009\ \text{bohr}^{-1}$. They were built in the same way except for one number, the charge enclosed within $R$ relative to the density at $R$. We need to know why that number controls the energy dependence.

## Setting and conventions

We use Hartree atomic units. One electron moves in a fixed, spherically symmetric potential, and its wavefunction in the channel of angular momentum $l$ is $u(r)/r$ times a spherical harmonic. The radial equation is

$$-\tfrac12 u''+\left[V_l(r)-E\right]u=0,\qquad V_l(r)=V(r)+\frac{l(l+1)}{2r^2}. \tag{1}$$

A prime denotes $d/dr$. We assume that $V$ is real, does not depend on $E$, and is no more singular than $1/r$ at the origin. This covers a bare nucleus and a smooth pseudopotential. A pseudopotential may have a different $V$ for each $l$; the argument is then applied to each channel separately.

For every $E$ there is a regular solution, which we scale so that $u/r^{l+1}\to1$ as $r\to0$. It is real and depends smoothly on $E$. No condition at large $r$ is imposed, so $E$ need not be an eigenvalue. Define

$$L(E)=\frac{u'(R,E)}{u(R,E)},\qquad Q(E)=\frac{1}{u(R,E)^2}\int_0^R u(r,E)^2\,dr, \tag{2}$$

for $u(R,E)\neq0$. Both are unchanged if $u$ is multiplied by any factor $c(E)$, so the scaling at the origin is a convenience and not a restriction.

At a given energy, $L$ fixes the shape of the outer solution. For $r>R$ the solution follows from its value and slope at $R$, so their ratio determines it up to an overall factor. For a normalized orbital that factor depends on the norm enclosed within $R$, a point taken up below. If $u/r$ is used in place of $u$, the logarithmic derivative becomes $L-1/R$, which has the same energy derivative.

## The identity

The claim is

$$\boxed{\frac{dL}{dE}=-2Q=-\frac{2}{u(R)^2}\int_0^R u^2\,dr.} \tag{3}$$

Let $w=\partial u/\partial E$. Differentiating (1) with respect to $E$ at fixed $r$ gives three terms: the derivative of $u''$, the bracket times $w$, and $-u$ from the explicit $E$. Moving the last to the right,

$$-\tfrac12 w''+\left[V_l-E\right]w=u. \tag{4}$$

Multiply (4) by $u$ and (1) by $w$, and subtract. The terms with $V_l-E$ cancel:

$$-\tfrac12\left(u\,w''-w\,u''\right)=u^2 .$$

The bracket is a total derivative, because the products $u'w'$ cancel in

$$\left(u\,w'-w\,u'\right)'=u'w'+u\,w''-w'u'-w\,u''=u\,w''-w\,u'' .$$

Hence

$$\left(u\,w'-w\,u'\right)'=-2u^2. \tag{5}$$

Now integrate from $0$ to $R$. Near the origin $u\approx r^{l+1}$, and the coefficient of $r^{l+1}$ does not depend on $E$. The leading energy-dependent term follows from (4): inserting $w\approx b\,r^{l+3}$ gives

$$-\tfrac12\,b\left[(l+3)(l+2)-l(l+1)\right]=-b\,(2l+3)=1 ,$$

so $w\approx-r^{l+3}/(2l+3)$. Both $u\,w'$ and $w\,u'$ vanish as $r^{2l+3}$, and the lower limit contributes nothing:

$$\left[u\,w'-w\,u'\right]_{r=R}=-2\int_0^R u^2\,dr. \tag{6}$$

The quotient rule applied to $L$ gives

$$\frac{dL}{dE}=\frac{w'u-u'w}{u^2}\bigg|_{r=R}. \tag{7}$$

Its numerator is the left side of (6), and (3) follows. In ordinary units the kinetic term carries $\hbar^2/2m$ instead of $1/2$, and the factor 2 becomes $2m/\hbar^2$.

## Reading the identity

The right side of (3) is negative, so $L$ falls as the energy rises, except at the energies where $u(R)=0$: there $L$ has a pole and jumps from $-\infty$ to $+\infty$. By (1), $u''/u=2(V_l-E)$, so a higher energy lowers $u''/u$ at every $r$: the wave bends more strongly towards the axis where $E>V_l$ and less strongly away from it where $E<V_l$. It arrives at $R$ with a smaller slope relative to its value. The rate is set by the charge stored inside $R$ compared with the density at the edge.

**Free s wave.** With $V=0$ and $l=0$, $u\propto\sin kr$, $E=k^2/2$ and $L=k\cot kR$. Since $dE=k\,dk$,

$$\frac{dL}{dE}=\frac1k\left(\cot kR-\frac{kR}{\sin^2kR}\right)=\frac{\cot kR}{k}-\frac{R}{\sin^2kR}.$$

For the other side, $\int_0^R\sin^2kr\,dr=\tfrac R2-\tfrac{1}{2k}\sin kR\cos kR$. Multiplying by $-2/\sin^2kR$ gives the same expression. For $k\to0$ the wave becomes $u\propto r$, so $Q=R/3$ and the slope is $-2R/3$.

**A node at $R$.** When $u(R)=0$, $L$ has a pole and (3) cannot be used. The inverse is regular there. By the quotient rule and (6),

$$\frac{d}{dE}\frac{u}{u'}\bigg|_{R}=\frac{w\,u'-u\,w'}{u'^2}\bigg|_{R}=\frac{2}{u'(R)^2}\int_0^R u^2\,dr. \tag{8}$$

**Energy-dependent potential.** If $V$ depends on $E$, differentiating (1) produces the extra term $(\partial V/\partial E)u$, and the right side of (4) becomes $(1-\partial V/\partial E)u$. The integrand in (3) becomes $(1-\partial V/\partial E)u^2$. The plain norm then no longer determines the slope.

**Nonlocal potential.** Suppose a term $\int_0^R K(r,r')u(r')\,dr'$ is added to (1), with $K$ real, symmetric, independent of energy, and zero outside $R$. Assume also that it leaves the behaviour at the origin regular enough for the boundary term to vanish. The subtraction leading to (5) then leaves $u(r)K(r,r')w(r')-w(r)K(r,r')u(r')$. Integrated over both variables from $0$ to $R$ this is zero, as exchanging $r$ and $r'$ in the second term shows. Equation (3) survives.

## Norm conservation

Let the full potential and the pseudopotential be equal for $r\ge R$, and label their quantities "ae" and "ps". Suppose that $L_{ps}(E_0)=L_{ae}(E_0)$, and let $D(E)=L_{ps}(E)-L_{ae}(E)$. Identity (3) holds for each potential at each energy, so

$$D'(E)=-2\left[Q_{ps}(E)-Q_{ae}(E)\right]\equiv-2\,\Delta Q(E),$$

where the prime on a function of $E$ means $d/dE$. Expanding about $E_0$, where $D=0$,

$$D(E)=-2\,\Delta Q(E_0)\,(E-E_0)-\Delta Q'(E_0)\,(E-E_0)^2+\dots \tag{9}$$

The first-order error vanishes if $\Delta Q(E_0)=0$, and if it vanishes then $\Delta Q(E_0)=0$. When the two solutions are scaled to the same $u(R)$, this condition says that they enclose the same norm. Equal norms with different values of $u(R)$ would not suffice, because $Q$ is a ratio.

The second term in (9) shows what remains. Norm conservation at $E_0$ fixes $Q$ at that energy, not the rate at which $Q$ changes. Agreement to second order would require $dQ/dE$ to match as well. The expansion is also local: a pole of $L_{ps}$ or $L_{ae}$ that does not cancel in the difference is a pole of $D$, and the series cannot extend past the nearest such pole.

## Why shape consistency supplies the norm

A shape-consistent pseudo-orbital is a normalized bound orbital that coincides with the full valence orbital for all $r\ge R$. Equality of value and slope at $R$ gives $L_{ps}(E_0)=L_{ae}(E_0)$. The norm follows by subtraction:

$$\int_0^R u_{ps}^2\,dr=1-\int_R^\infty u_{ps}^2\,dr=1-\int_R^\infty u_{ae}^2\,dr=\int_0^R u_{ae}^2\,dr .$$

Since $u_{ps}(R)=u_{ae}(R)$, also $Q_{ps}=Q_{ae}$. No separate norm condition is needed.

It matters that the tail has the right size as well as the right form. Let the normalized pseudo-orbital equal $c\,u_{ae}$ outside $R$, and let $T$ be the norm of $u_{ae}$ outside $R$. The inner norm of the pseudo-orbital is $1-c^2T$ and its density at $R$ is $c^2u_{ae}(R)^2$, so

$$\Delta Q=\frac{1-c^2T}{c^2u_{ae}(R)^2}-\frac{1-T}{u_{ae}(R)^2}=\frac{1/c^2-1}{u_{ae}(R)^2}. \tag{10}$$

A tail with the wrong amplitude thus causes a first-order error in $L$, although $L(E_0)$ is correct.

## From the logarithmic derivative to the phase shift

Take $E=k^2/2>0$ and let $V$ fall off fast enough that $\int_R^\infty|V|\,dr$ is finite, as it is for $V\sim r^{-1-\eta}$ with $\eta>0$. At fixed $E$, the solutions for $r\ge R$ form a family labelled by the phase shift $\delta$, which we scale to unit outer amplitude:

$$u(r;\delta)\to\sin\left(kr-\tfrac{l\pi}{2}+\delta\right),\qquad v\equiv\frac{\partial u}{\partial\delta}\to\cos\left(kr-\tfrac{l\pi}{2}+\delta\right).$$

Both $u$ and $v$ solve the outer radial equation at the same energy, so $u\,v'-u'v$ is independent of $r$. Its value at large $r$ is $-k\sin^2(\cdot)-k\cos^2(\cdot)=-k$. At $R$ this gives

$$\frac{\partial L}{\partial\delta}\bigg|_E=\frac{u\,v'-u'v}{u^2}\bigg|_R=-\frac{k}{u(R)^2}. \tag{11}$$

Write the outer relation as $L=\Lambda(E,\delta)$. The function $\Lambda$ is the same for both potentials, since they agree outside $R$. Differentiate $\Lambda(E,\delta_{ps}(E))-\Lambda(E,\delta_{ae}(E))=D(E)$ at $E_0$. There the phase shifts are equal modulo $\pi$, so the two terms $\partial\Lambda/\partial E$ cancel, leaving

$$-\frac{k}{u(R)^2}\,\frac{d(\delta_{ps}-\delta_{ae})}{dE}=-2\,\Delta Q .$$

Therefore

$$\frac{d(\delta_{ps}-\delta_{ae})}{dE}\bigg|_{E_0}=\frac{2\,u(R)^2}{k}\,\Delta Q(E_0). \tag{12}$$

The product $u(R)^2\Delta Q$ is the difference of the enclosed norms at unit outer amplitude. If it vanishes, the scattering of the two potentials agrees to first order in $E-E_0$. This is the precise sense of transferability here. For a Coulomb tail, $kr-l\pi/2$ is replaced by the Coulomb phase, whose radial derivative also tends to $k$; the Wronskian is again $-k$, and (12) holds for the phase shift relative to the Coulomb wave.

## What it means for a bound level

A bound reference energy is negative, and there the useful quantity is the level itself. Let a spherical environment outside $R$ move the level of the full potential to $E_1$. The outer solution, which decays or vanishes at a wall, has its own logarithmic derivative $L_{out}(E)$ at $R$. Integrating (5) from $R$ outward, with no contribution from the far end, changes the sign:

$$L_{out}'(E)=+\frac{2}{u(R)^2}\int_R^\infty u^2\,dr .$$

The level obeys $L_{ae}(E_1)=L_{out}(E_1)$. With the pseudopotential it moves to $E_1+\varepsilon$, where $L_{ps}=L_{out}$. To first order in $\varepsilon$,

$$D(E_1)+\varepsilon\,L_{ps}'=\varepsilon\,L_{out}' .$$

The difference $L_{out}'-L_{ps}'$ is $2/u(R)^2$ times the total norm. For a pseudo-orbital normalized to one,

$$\varepsilon\approx\tfrac12\,u(R)^2\,D(E_1). \tag{13}$$

By (9), the error of the level is then of second order in $E_1-E_0$ when the norm is conserved, and of first order otherwise.

## A norm-conserving potential can be built

Choose the sign of the full solution so that $u(R)>0$, and inside $R$ set

$$u_{ps}=r^{l+1}e^{p(r)},\qquad p=a_0+a_1x+a_2x^2+t\,x^3,\qquad x=r^2-R^2 .$$

This function has no node for $r>0$. To find its potential, differentiate twice:

$$\frac{u_{ps}'}{u_{ps}}=\frac{l+1}{r}+p',\qquad \frac{u_{ps}''}{u_{ps}}=-\frac{l+1}{r^2}+p''+\left(\frac{l+1}{r}+p'\right)^2 .$$

Since $(l+1)^2-(l+1)=l(l+1)$, the second expression equals $l(l+1)/r^2+p''+p'^2+2(l+1)p'/r$. Equation (1) requires it to equal $2(V_{ps}-E_0)+l(l+1)/r^2$. The centrifugal terms cancel, and

$$V_{ps}=E_0+\tfrac12\left[p''+p'^2+\frac{2(l+1)}{r}\,p'\right]. \tag{14}$$

Because $p$ is a polynomial in $r^2$, $p'/r$ is finite at the origin, and so is $V_{ps}$.

At $R$, where $x=0$, we have $p=a_0$, $p'=2Ra_1$ and $p''=2a_1+8R^2a_2$. The value $u(R)$ fixes $a_0$, the condition $(l+1)/R+2Ra_1=L(E_0)$ fixes $a_1$, and $V_{ps}(R)=V(R)$ in (14) fixes $a_2$. The term $tx^3$ and its first two derivatives vanish at $R$, so $t$ is still free.

It sets the norm. Inside $R$, $x<0$, and

$$\frac{d}{dt}\int_0^R u_{ps}^2\,dr=\int_0^R 2x^3u_{ps}^2\,dr<0 .$$

The enclosed norm falls steadily, from infinity as $t\to-\infty$ to zero as $t\to+\infty$. One and only one $t$ gives any prescribed positive norm. The price is a kink: the third derivative of $tx^3$ at $R$ is $48R^3t$, so by (14) the slope of $V_{ps}$ at $R$ contains the term $24R^3t$. With $t$ fixed by the norm, $V_{ps}$ joins $V$ continuously at $R$ but in general not with the same slope. Identity (3) does not need that slope to match. The same construction can therefore produce a norm-violating potential with the correct $L(E_0)$, which makes a fair comparison possible.

## Worked example: a screened nucleus

Take the model $V(r)=-6\,e^{-r}/r$ hartree, with $r$ in bohr, and $R=1$ bohr. No particular atom is meant. In the s channel we build two pseudopotentials at each reference energy. The conserving one has the full $Q$, the violating one $0.8\,Q$. The computed values are in the numerical output.

**Bound reference.** The 2s level lies at $E_0=-0.7706$ hartree ($-20.97$ eV). At $R$, $L=0.0251\ \text{bohr}^{-1}$, so $|u|$ is still rising slightly, while $|u|/r$, whose logarithmic derivative is $L-1/R$, is falling. The normalized orbital has $0.34745$ of its norm inside $R$ and $u(R)^2=0.86040\ \text{bohr}^{-1}$, so

$$Q=\frac{0.34745}{0.86040}=0.4038\ \text{bohr},\qquad -2Q=-0.8077\ \text{bohr}^{-1}\,\text{hartree}^{-1}.$$

Finite differences of $L$ give $-0.8077$ for both the full and the conserving potential. The violating one gives $-0.6461$, which is $0.8$ times as large. Its first-order error coefficient is the difference, $0.1615\ \text{bohr}^{-1}\,\text{hartree}^{-1}$. The errors of $L$ are:

| $E-E_0$ (hartree) | conserving (bohr⁻¹) | violating (bohr⁻¹) |
|---:|---:|---:|
| $-0.2$ | $-0.00031$ | $-0.0305$ |
| $-0.1$ | $-0.00008$ | $-0.0157$ |
| $+0.1$ | $-0.00009$ | $+0.0166$ |
| $+0.2$ | $-0.00036$ | $+0.0343$ |

The violating error changes sign with $E-E_0$ and is close to the first-order value $\pm0.0162$ at $\pm0.1$ hartree. The conserving error has the same sign on both sides and grows about fourfold when the offset doubles, as the quadratic term in (9) requires. At $+0.1$ hartree, $L$ changes by about $0.081\ \text{bohr}^{-1}$ to first order. Relative to this change, the errors are about 21% and 0.1%.

Equation (10) expresses the violation as a fault of the tail. Here $\Delta Q=-0.2\times0.4038=-0.0808$ bohr, so $1/c^2-1=-0.0808\times0.8604=-0.0695$ and $c^2=1.075$. The normalized violating orbital has an outer density 7.5% too high.

For the level itself, (13) needs $u(R)^2$ in the new environment. We use the value of the normalized pseudo-orbital at the reference energy as an estimate: $c^2\times0.8604=0.925\ \text{bohr}^{-1}$ for the violating potential and $0.8604\ \text{bohr}^{-1}$ for the conserving one. An environment that raises the level by 0.1 hartree then gives an error of about $0.46\times0.0166\approx0.008$ hartree for the violating potential. For the conserving one it is about $0.43\times(-0.00009)\approx-0.00004$ hartree. These are estimates of size only: $u(R)^2$ depends on how the environment reshapes the outer orbital, and a confining wall, which pushes density inward, makes both errors somewhat larger.

**Scattering reference.** At $E_0=0.5$ hartree, $k=1\ \text{bohr}^{-1}$ and $Q=0.5926$ bohr. At unit outer amplitude $u(R)^2=0.28433$. For the violating potential $\Delta Q=-0.2\times0.5926=-0.1185$ bohr, and (12) predicts

$$\frac{d(\delta_{ps}-\delta_{ae})}{dE}=\frac{2\times0.28433}{1}\times(-0.1185)=-0.0674\ \text{rad/hartree}.$$

Finite differences of the phase shifts give the same value. At $+0.1$ hartree the phase error is $-0.0067$ rad; for the conserving potential it is $+0.00004$ rad, and at $+0.2$ hartree it is $+0.00018$ rad, again about four times larger.

The two conserving potentials are not the same function: at the origin they are $2.94$ hartree for the bound reference and $3.74$ hartree for the scattering one. Each is tied to its own $E_0$.

**Tests.** For $l=0,1,2$, at $-1.0$ and $0.5$ hartree, the slope of $L$ agreed with $-2Q$ to a few parts in $10^{12}$. The form (8) was tested at a node at $0.338$ bohr. Close to each reference energy, the measured error orders were 2.00 with norm conservation and 1.00 without it.

## What the result does not cover

The proof concerns one electron in a fixed potential. In a many-electron atom the core orbitals and the screening can change with the environment, which changes the full potential itself. Electron correlation between core and valence is likewise outside equation (1). Norm conservation removes the first-order energy error of a given one-electron potential in a given channel; errors from these other sources have to be assessed separately.

## Computed values

```
nuclear charge Z of the model: 6
matching radius R: 1.0 bohr
norm factor of the norm-violating potential: 0.8
largest relative deviation from identity, l=0,1,2: 3.3e-12
node radius at E=0.5 hartree, l=0: 0.3377 bohr
d(1/L)/dE at node, differences: 0.007523 bohr/hartree
d(1/L)/dE at node, from norm: 0.007523 bohr/hartree
2s energy: -0.770567 hartree = -20.968 eV
2s norm inside R: 0.34745
2s normalized u(R)^2: 0.86040 1/bohr
[bound] E0: -0.770567 hartree; L(E0): 0.025106 1/bohr
[bound] Q: 0.403827 bohr; -2Q: -0.807654 1/(bohr hartree)
[bound] dL/dE full: -0.807654 1/(bohr hartree)
[bound] dL/dE conserving: -0.807654 1/(bohr hartree)
[bound] dL/dE violating: -0.646123 1/(bohr hartree)
[bound] V_ps(0) conserving: 2.9438 hartree
[bound] error order, conserving: 2.001
[bound] error order, violating: 1.001
[bound] E-E0 (hartree), errors conserving, violating (1/bohr):
  -0.2  -0.000309  -0.030517
  -0.1  -0.000080  -0.015696
  +0.1  -0.000087  +0.016631
  +0.2  -0.000364  +0.034263
[scattering] E0: 0.500000 hartree; L(E0): -1.212474 1/bohr
[scattering] Q: 0.592589 bohr; -2Q: -1.185177 1/(bohr hartree)
[scattering] dL/dE full: -1.185177 1/(bohr hartree)
[scattering] dL/dE conserving: -1.185177 1/(bohr hartree)
[scattering] dL/dE violating: -0.948142 1/(bohr hartree)
[scattering] V_ps(0) conserving: 3.7353 hartree
[scattering] error order, conserving: 2.000
[scattering] error order, violating: 1.000
phase shift at E0, modulo pi: 2.059126 rad
u(R)^2 at unit outer amplitude: 0.284330
phase-error slope, differences: -0.067396 rad/hartree
phase-error slope, from norms: -0.067396 rad/hartree
[scattering] E-E0 (hartree), errors conserving, violating (rad):
  -0.2  +0.000169  +0.013398
  -0.1  +0.000043  +0.006731
  +0.1  +0.000044  -0.006733
  +0.2  +0.000177  -0.013434
```
